# How the lifetime of a metallic filament scales with its radius

**Question.** A thin metallic filament joins the two electrodes of a resistive memory cell. With no current flowing, it can still break, because atoms migrating along its surface lower its surface energy. How long does it survive, how does that lifetime depend on its radius, and what does doubling the radius gain if the material parameters stay the same?

**Answer.** Consider a long solid cylinder of radius $R$ with isotropic surface energy $\gamma$ per area, at uniform temperature. Atoms move only along the free surface. Facets, stress from the surrounding matrix, chemical dissolution and electromigration are left out. The algebra uses atomic units with $k_B=1$, so $T$ is an energy.

### What drives the atoms

Let the surface be $r(z)$, with subscripts for derivatives and $s=\sqrt{1+r_z^2}$. The area is $A=2\pi\int r s\,dz$. A small change $\delta r$ gives, after integration by parts over a period,

$$\delta A=2\pi\int\left[s-\partial_z\!\left(\frac{r r_z}{s}\right)\right]\delta r\,dz .$$

Since $\partial_z(r_z/s)=r_{zz}/s^3$, the derivative in the bracket is $r_z^2/s+r r_{zz}/s^3$. With $s-r_z^2/s=1/s$,

$$\delta A=\int\kappa\;2\pi r\,\delta r\,dz,\qquad \kappa=\frac{1}{rs}-\frac{r_{zz}}{s^3}.$$

The factor $2\pi r\,\delta r\,dz$ is the added volume, so $\kappa$ is the area gained per volume added. It is positive for a cylinder. An atom of volume $\Omega$ therefore has the surface chemical potential $\mu=\gamma\Omega\kappa$, up to a constant.

A force $F$ biases hops of length $a$. With forward and backward rates $w e^{\pm Fa/2T}$, as detailed balance allows, the drift velocity is $2wa\sinh(Fa/2T)\approx wa^2F/T$. The diffusivity at weak force is $D=wa^2$, so the drift is $DF/T$. Here $F=-\nabla_s\mu$, where $\nabla_s$ is the gradient along the surface. For a constant areal density $\nu$ of mobile atoms the flux is

$$\mathbf J=-\frac{D\nu}{T}\nabla_s\mu .$$

Where flux converges, the surface advances. Its outward normal velocity is

$$v_n=-\Omega\,\nabla_s\!\cdot\mathbf J=B\,\nabla_s^2\kappa,\qquad B=\frac{D\gamma\Omega^2\nu}{T}.$$

All the material parameters enter through $B$.

### Where the fourth power comes from

Magnify every length by $\lambda$ and every time by $\tau$. Velocity is multiplied by $\lambda/\tau$. Curvature is multiplied by $\lambda^{-1}$ and the surface Laplacian by $\lambda^{-2}$, so the right-hand side is multiplied by $\lambda^{-3}$. At fixed $B$ the equation keeps its form if

$$\frac{\lambda}{\tau}=\lambda^{-3}\quad\Longrightarrow\quad \tau=\lambda^4 .$$

Two filaments of the same initial shape but different size thus pass through the same sequence of shapes, and

$$t_b=\frac{R^4}{B}\,\Phi(\text{initial shape}),\qquad \frac{t_b(2R)}{t_b(R)}=2^4=16 .$$

This holds within the continuum model for large deformations too, because nothing has been linearized. The condition is that the whole initial shape is scaled: roughness and wavelengths must double along with the radius. The size of $\Phi$, and what happens when the shape is not scaled, require the instability itself.

### Which ripples grow

Write the surface as $R+u(\theta,z)$ with small $u$. To second order the area is

$$A\approx\int\left[R+u+\frac R2u_z^2+\frac{1}{2R}u_\theta^2\right]d\theta\,dz .$$

Its variation is $\int(1-Ru_{zz}-u_{\theta\theta}/R)\,\delta u\,d\theta\,dz$, while the volume variation is $\int(R+u)\,\delta u\,d\theta\,dz$. Dividing the integrands and keeping first order,

$$\kappa\approx\frac1R-\frac{u}{R^2}-u_{zz}-\frac{u_{\theta\theta}}{R^2}.$$

For $u=\varepsilon\cos(qz)\cos(m\theta)$ the curvature changes by $[q^2+(m^2-1)/R^2]\,u$. The Laplacian multiplies this by $-(q^2+m^2/R^2)$. The unperturbed curvature is constant, so first-order changes of the Laplacian itself do not contribute. Hence $\dot\varepsilon=\sigma\varepsilon$ with

$$\sigma=B\left(q^2+\frac{m^2}{R^2}\right)\left(\frac{1-m^2}{R^2}-q^2\right).$$

For $m\ge1$ no ripple grows. For $m=0$,

$$\sigma=\frac{B}{R^4}\,x^2(1-x^2),\qquad x=qR .$$

The two terms compete. A neck has a smaller radius, hence a larger $1/r$, which pushes atoms out of it. The axial curvature pulls them back. The first wins when $x<1$, that is, when the wavelength exceeds $2\pi R$.

Setting the derivative of $x^2-x^4$ with respect to $x^2$ to zero gives $x^2=1/2$. The fastest ripple therefore has

$$\text{wavelength}=2\pi\sqrt2\,R,\qquad \sigma_{\max}=\frac{B}{4R^4}.$$

### The lifetime

Suppose the fastest ripple starts with amplitude $\varepsilon_0\ll R$. Growing to an amplitude of order $R$ takes $\sigma_{\max}^{-1}\ln(R/\varepsilon_0)$, up to a constant set by the final, nonlinear stage:

$$t_b\approx\frac{4R^4}{B}\left[\ln\frac{R}{\varepsilon_0}-c\right].$$

By the scaling above, $c$ is a pure number. It follows from the full axisymmetric equation. There $v_n=r_t/s$ and $\nabla_s^2\kappa=(rs)^{-1}\partial_z[(r/s)\partial_z\kappa]$, so

$$r\,r_t=B\,\partial_z\!\left(\frac rs\,\partial_z\kappa\right).$$

Numerical integration until the neck reaches $0.1R$ gives $c\approx1.20$ for initial ripples of both $0.01R$ and $0.03R$. The choice of end point matters little: in the first of these runs, thinning from $0.2R$ to $0.1R$ takes about 0.05 % of the lifetime. Because $c$ is positive, the nonlinear stage shortens the life. The filament breaks when the extrapolated linear amplitude would be only $e^{-1.20}R\approx0.30R$.

### Numbers for a thin filament

Take round model parameters: $\gamma=0.06$ eV/Å$^2$, $\Omega=15$ Å$^3$, $\nu=\Omega^{-2/3}=0.1644$ Å$^{-2}$ and thermal energy $T=0.030$ eV. The diffusivity is $D=D_0e^{-E/T}$ with $D_0=10^{13}$ Å$^2$/s and $E=0.75$ eV, so

$$D=10^{13}\,e^{-25}\approx138.9\ \text{Å}^2/\text{s},$$

$$B=\frac{138.9\times0.06\times15^2\times0.1644}{0.030}\approx1.03\times10^4\ \text{Å}^4/\text{s}.$$

For $R=10$ Å the growth time is $4R^4/B\approx3.89$ s. With $\varepsilon_0=0.5$ Å, $\ln(R/\varepsilon_0)=\ln20\approx3.00$, and

$$t_b\approx3.89\times(3.00-1.20)\approx7.0\ \text{s},$$

or about $2.9\times10^{17}$ atomic units of time. Direct integration of the nonlinear equation agrees with the formula to about 0.5 % of the lifetime.

For $R=20$ Å the growth time is 62.3 s. If the ripple is also doubled, to 1.0 Å, the bracket is unchanged and the lifetime is about 112 s. The two integrations, made on different grids, have the ratio 16.00. These and the other computed values are in the numerical output.

### When doubling the radius does not give sixteen

**Fixed roughness.** Suppose the initial ripple has the same amplitude in both filaments, while its wavelength is the fastest one for each radius. The thicker filament then starts relatively smoother. The formula then gives

$$\frac{t_b(2R)}{t_b(R)}=16\,\frac{\ln(2R/\varepsilon_0)-c}{\ln(R/\varepsilon_0)-c}
=16\left[1+\frac{\ln2}{\ln(R/\varepsilon_0)-c}\right].$$

With $\varepsilon_0=0.5$ Å at both radii the lifetime rises from 7.0 s to about 155 s, a factor of about 22. The correction is large because the bracket for the thin filament is only about 1.8. The local exponent shows the same thing:

$$\frac{d\ln t_b}{d\ln R}=4+\frac{1}{\ln(R/\varepsilon_0)-c}.$$

It is about 4.6 at 10 Å and 4.4 at 20 Å, and it tends to 4 as $R/\varepsilon_0$ grows. The factor of 16 is then recovered, but only logarithmically slowly.

**Fixed wavelength.** Suppose a single wavenumber $q$ is imposed on both filaments and no other ripple is present. From $\sigma=Bq^2(1/R^2-q^2)$, the ratio of growth times is

$$\frac{\sigma(R)}{\sigma(2R)}=\frac{1/R^2-q^2}{1/(4R^2)-q^2}=\frac{4(1-x^2)}{1-4x^2},\qquad x=qR<\tfrac12 .$$

For very long waves this is 4 rather than 16: the distance atoms must travel along the axis no longer grows with the radius. This is a ratio of linear growth times, not of lifetimes. A long wave generates harmonics $nq$ through the nonlinear terms, and these grow faster than the wave itself and break the filament first. At $x=0.1$ with a ripple of $0.05R$, the life is about $52R^4/B$ rather than $\ln20/\sigma\approx300R^4/B$. Doubling the radius then gains about 7 if the amplitude is doubled too, and about 10 if it is kept. As $x\to1/2$ the ratio diverges, and for $1/2<x<1$ the thin filament is unstable while a small ripple on the thick one heals.

The example shows this last case. A period of 88.9 Å is the fastest wavelength for $R=10$ Å, but it lies below the critical 125.7 Å for $R=20$ Å. In a time $R^4/B$, with each filament's own $R$, the ripple on the thin filament grows by a factor 1.28, while that on the thick one shrinks to 0.135 of its size. These are $e^{1/4}$ and $e^{-2}$, as the growth rate requires at $x^2=1/2$ and $x^2=2$. In a cell with a fixed gap, a thicker filament may therefore escape this instability, provided it is smooth enough. A deep enough neck still pinches off at wavelengths below $2\pi R$: at $qR=1.02$ a ripple of $0.15R$ decays but one of $0.25R$ breaks the filament, and at $qR=1.1$ the same holds for $0.2R$ and $0.4R$. The precise threshold depends on how the ends join the electrodes, which the periodic model does not describe.

**Changed material parameters.** The lifetime is proportional to $1/B$, and $B$ contains $e^{-E/T}$. Raising the barrier by $\Delta E$ at fixed $T$ multiplies the lifetime by $e^{\Delta E/T}$. This equals 16 when

$$\Delta E=T\ln16=0.030\times2.77\approx0.083\ \text{eV}.$$

An increase of about 11 % in the barrier is thus worth as much as doubling the radius. A comparison of two filaments tests the fourth power only if their barriers and temperatures are known to agree much more closely than this.

**Density of mobile atoms.** The density $\nu$ was taken as constant. If the mobile atoms are instead adatoms in local equilibrium with the surface, their density varies as $e^{\gamma\Omega\kappa/T}$. It is nearly independent of radius only when $R\gg\gamma\Omega/T$, which is 30 Å for the parameters above. On unrippled cylinders of 10 and 20 Å the density would exceed that of a flat surface by factors $e^{3}$ and $e^{1.5}$. The linear growth times would then differ by $16\,e^{1.5}\approx72$ instead of 16. For such thin filaments the fourth power therefore holds only if $\nu$ really is the same at both radii.

**Atomic size.** At $R=10$ Å the cross-section $\pi R^2\approx314$ Å$^2$, divided by the area per atom $1/\nu\approx6.1$ Å$^2$, holds roughly 50 atoms. A ripple of 0.5 Å is smaller than an atomic spacing and can be read only as an average displacement. The end point $0.1R$ is likewise a neck of 1 Å, thinner than an atom, though the last stage takes too little time for this to affect the lifetime. The absolute times therefore illustrate the model rather than predict the life of a real filament, even though the continuum equation has been solved far more accurately than that. The factor of 16 does not depend on the value of $B$, but it does rely on the continuum description and on $B$ being the same at both radii. A surface energy that depends only on orientation would change $\Phi$ but not the fourth power, provided both filaments have the same crystal orientation and the anisotropy is weak, because it then introduces no new length. If the surface stiffness $\gamma+\gamma''$ turns negative, as it does at $\phi=0$ for $\gamma\propto1+\beta\cos4\phi$ with $\beta>1/15$, where $\phi$ is the tilt of the surface from the axis, ever shorter ripples grow ever faster and a corner energy with its own length must be added. A cusp in $\gamma$ instead makes small ripples cost energy, so that they do not grow. Atomic steps that must nucleate on facets, or a surface diffusivity that changes with radius, could introduce further dependence on size.

## Numbers as computed

```
thermal energy kT = 0.030 eV (temperature 348 K)
surface energy gamma = 0.06 eV/angstrom^2
atomic volume Omega = 15.0 angstrom^3
areal density nu = 0.1644 angstrom^-2
diffusion prefactor D0 = 1.0e+13 angstrom^2/s
diffusion barrier E = 0.75 eV
surface diffusivity D = 138.88 angstrom^2/s
Mullins coefficient B = 1.0275e+04 angstrom^4/s
radii R1, R2 = 10.0, 20.0 angstrom
initial ripple at R1 = 0.50 angstrom
growth rates from time integration, in B/R^4:
  qR = 0.3000: rate = 0.0819
  qR = 0.5000: rate = 0.1875
  qR = 0.6000: rate = 0.2305
  qR = 0.7071: rate = 0.2501
  qR = 0.8000: rate = 0.2304
  qR = 0.9000: rate = 0.1539
  qR = 1.2000: rate = -0.6334
largest measured rate = 0.2501 B/R^4
ripple test at qR = 0.60, rates in B/R^4 for m = 0,1,2,3:
  0.2304, -0.4896, -14.6496, -78.2496
nonlinear constant c (ripple 0.01 R) = 1.2026
nonlinear constant c (ripple 0.03 R) = 1.1991
share of life from neck 0.2 R to 0.1 R = 0.048 %
R = 10 angstrom: critical wavelength = 62.83 angstrom
  fastest wavelength = 88.86 angstrom
  growth time 4R^4/B = 3.893 s
R = 20 angstrom: critical wavelength = 125.66 angstrom
  fastest wavelength = 177.72 angstrom
  growth time 4R^4/B = 62.286 s
lifetime R1, formula = 6.980 s
lifetime R1, simulation = 7.017 s
lifetime R1, formula = 2.8858e+17 atomic units of time
lifetime R2, ripple scaled to 1.0 angstrom:
  formula = 111.69 s, simulation = 112.28 s
  simulated ratio to R1 = 16.0003
lifetime R2, ripple kept at 0.5 angstrom:
  formula = 154.86 s, simulation = 155.01 s
  ratio to R1: formula = 22.185, simulation = 22.090
fixed axial period = 88.86 angstrom, ripple factor after R^4/B:
  R1: 1.2840 after 0.973 s
  R2: 0.1354 after 15.571 s
barrier change worth a factor 16 = 0.0832 eV
```
